# Casimir energy of a massless Dirac field between bag plates

## Problem

A massless four-component Dirac field fills the space between two large parallel plates at $z=0$ and $z=a$. With $\mathbf n$ the unit normal pointing out of the gap, both plates impose the bag condition
$$-i(\boldsymbol\gamma\cdot\mathbf n)\,\psi=\psi .$$
The field is free apart from this condition and is at zero temperature. The same field is taken to fill the space outside the plates as well, confined by the bag condition on their outer faces.

1. Find the modes and the part of the vacuum energy per plate area, $\mathcal E(a)$, that depends on the separation.
2. Find the pressure $P=-d\mathcal E/da$, where negative $P$ means attraction.
3. The zero-point energy of a fermion field is negative. A fixed negative energy density would make the total energy fall as the gap widens, which suggests repulsion. Decide whether this argument is right, and find what fixes the sign. For comparison, treat also the case in which the sign in the bag condition is reversed on one plate.
4. Evaluate the results for plates 1000 bohr apart.

Units with $\hbar=c=1$ are used until the last item, because a massless field has no length or energy scale of its own. The matrices are $\gamma^0=\beta$ and $\gamma^i=\beta\alpha_i$, and the one-particle Hamiltonian is $h=-i\boldsymbol\alpha\cdot\nabla$.

## First estimate by scaling

The separation is the only length in the problem. Energy has the dimension of inverse length, so energy per area must be
$$\mathcal E(a)=\frac{C}{a^3},$$
with a pure number $C$. The pressure then varies as $a^{-4}$.

To guess the size of $C$, consider the vacuum energy of unbounded space. Each momentum $\mathbf p$ has four Dirac states, two at $+p$ and two at $-p$, and each contributes $-p/2$ to the vacuum energy, as shown below. Keeping momenta up to $\Lambda$, a slab of thickness $a$ has the energy per area
$$-2a\int_{p<\Lambda}\frac{d^3p}{(2\pi)^3}\,p=-\frac{a}{\pi^2}\int_0^\Lambda p^3dp=-\frac{a\Lambda^4}{4\pi^2}.$$
Waves much shorter than the gap should hardly notice its width. Taking $\Lambda\approx1/a$ gives $|C|\approx1/(4\pi^2)\approx0.025$.

This number is soft. The choice $\Lambda=\pi/a$ is equally natural and would multiply it by $\pi^4\approx97$. The sign is no better determined: at fixed $\Lambda$ the slab energy falls with growing $a$, which looks like repulsion, while with $\Lambda=1/a$ it rises with growing $a$, which looks like attraction. Scaling gives the power of $a$, but the sign needs the actual modes.

## Exact solution

### The boundary condition

Define $B=-i\gamma^3=-i\beta\alpha_3$. Since $\beta$ and $\alpha_3$ anticommute and each squares to one,
$$B^2=-\beta\alpha_3\beta\alpha_3=\beta^2\alpha_3^2=1,$$
so $B$ has eigenvalues $\pm1$. The outward normal is $+\hat{\mathbf z}$ at $z=a$ and $-\hat{\mathbf z}$ at $z=0$. The bag condition therefore reads
$$B\psi=\psi\ \ (z=a),\qquad B\psi=-\psi\ \ (z=0).$$

Moving $\alpha_1$ or $\alpha_2$ through $\beta\alpha_3$ gives two sign changes, so these matrices commute with $B$. Moving $\alpha_3$ through gives one, so $\alpha_3$ anticommutes with $B$. Consequently, if $B\psi=s\psi$ with $s=\pm1$, then
$$\psi^\dagger\alpha_3\psi=s\,\psi^\dagger\alpha_3B\psi=-s\,\psi^\dagger B\alpha_3\psi=-s^2\psi^\dagger\alpha_3\psi=0 .$$
No current crosses either plate. This holds for both signs $s$, so a plate with the reversed condition confines the field equally well.

### The modes

Let the dependence along the plates be $e^{i\mathbf q\cdot\mathbf x}$ and write $K=\alpha_1q_1+\alpha_2q_2$, so that $K^2=q^2$. Split $\psi=\psi_++\psi_-$ into the parts with $B=\pm1$. Because $K$ preserves each part and $\alpha_3$ exchanges them, $h\psi=E\psi$ becomes
$$E\psi_+=K\psi_+-i\alpha_3\psi_-',\qquad E\psi_-=K\psi_--i\alpha_3\psi_+',$$
where the prime means $d/dz$. The plates demand $\psi_+(0)=0$ and $\psi_-(a)=0$. Evaluating the first equation at $z=0$ then gives $\psi_-'(0)=0$, and the second at $z=a$ gives $\psi_+'(a)=0$.

Applying $h$ twice removes the cross terms, since $K$ and $\alpha_3$ anticommute, and leaves $E^2\psi=q^2\psi-\psi''$. With $k^2=E^2-q^2$, both parts obey $\psi''=-k^2\psi$. Each part vanishes at one plate and has zero slope at the other, so integration by parts gives $k^2\int|\psi_\pm|^2dz=\int|\psi_\pm'|^2dz$. Hence $k^2\ge0$, and $k=0$ would require a constant that vanishes at one plate, which is zero. The solutions are
$$\psi_+=u\sin kz,\qquad\psi_-=v\cos kz,\qquad \cos ka=0,$$
$$k_n=\frac{(n+\frac12)\pi}{a},\qquad n=0,1,2,\dots$$

The constant spinors $u$ and $v$ have two components each. Inserting them gives the $4\times4$ problem
$$Eu=Ku+ik\alpha_3v,\qquad Ev=Kv-ik\alpha_3u .$$
Its square is $q^2+k^2$, so its eigenvalues are $\pm\omega$ with $\omega=\sqrt{q^2+k^2}$. Its trace is the trace of $K$ within the two eigenspaces of $B$. Let $\alpha_t$ be the in-plane matrix perpendicular to $\mathbf q$. It commutes with $B$, squares to one and anticommutes with $K$, so within each eigenspace $\mathrm{tr}\,K=\mathrm{tr}(\alpha_tK\alpha_t)=-\mathrm{tr}\,K=0$. Each block therefore has two levels at $+\omega$ and two at $-\omega$.

A test that diagonalizes the Dirac Hamiltonian on a grid, imposing just the vanishing components at the plates, finds pairs at $ka/\pi=0.5$, $1.4999$ and $2.4998$. The small deficit has a known origin: on a grid of step $\delta$ the difference quotient replaces $k$ by $(2/\delta)\sin(k\delta/2)$, which is smaller than $k$.

### The vacuum energy

The field Hamiltonian is taken in its charge-symmetric form. For one-particle levels $E_j$ with fermion operators $b_j$,
$$H=\frac12\sum_jE_j\,(b_j^\dagger b_j-b_jb_j^\dagger)=\sum_jE_j\left(b_j^\dagger b_j-\tfrac12\right).$$
The lowest state fills the negative levels and leaves the positive ones empty. A filled negative level contributes $E_j/2=-|E_j|/2$, and an empty positive level contributes $-E_j/2=-|E_j|/2$. The vacuum energy is $-\frac12\sum_j|E_j|$, or $-2\omega$ for each block of four levels. For $q=1.3$, $k=\pi/2$ and $a=1$, where $\omega=2.03897$, diagonalization in the 16-dimensional Fock space of one block gives $-4.07794$, as it should.

The sum over blocks diverges, so each energy is weighted by $e^{-\varepsilon\omega}$, and $\varepsilon\to0$ is taken after the bulk part has been identified. Per area,
$$\mathcal E_\varepsilon=-2\sum_{n=0}^\infty g(k_n),\qquad g(k)=\int\frac{d^2q}{(2\pi)^2}\,\omega e^{-\varepsilon\omega}=\frac1{2\pi}\int_k^\infty\omega^2e^{-\varepsilon\omega}d\omega .$$
The last form uses $d^2q=2\pi q\,dq$ and, at fixed $k$, $q\,dq=\omega\,d\omega$.

### From modes to round trips

Extend $g$ to negative $k$ as $g(|k|)$. The points $(n+\frac12)\pi/a$ for all integers $n$ lie symmetrically about zero, so the sum over $n\ge0$ is half the sum over all integers. The Poisson formula $\sum_nF(n)=\sum_m\int F(s)e^{2\pi ims}ds$ applies, because $g(|k|)$ is smooth enough and decays fast. Substituting $s=ka/\pi-\frac12$ gives $ds=(a/\pi)dk$ and $e^{2\pi ims}=(-1)^me^{2imak}$. Thus
$$\sum_{n=0}^\infty g(k_n)=\frac{a}{2\pi}\sum_{m=-\infty}^{\infty}(-1)^mG(2ma),\qquad G(x)=\int_{-\infty}^\infty g(|k|)e^{ikx}dk .$$

The term $m=0$ contributes
$$-\frac{2a}{\pi}\int_0^\infty g\,dk=-\frac{a}{\pi^2}\int_0^\infty\omega^3e^{-\varepsilon\omega}d\omega=-\frac{6a}{\pi^2\varepsilon^4},$$
where exchanging the order of integration produced the extra factor $\omega$. This is the energy of a slab of unbounded space.

For $x\neq0$, integrate by parts. The boundary terms vanish, and $g'(k)=-k^2e^{-\varepsilon k}/(2\pi)$, so
$$G(x)=2\int_0^\infty g\cos kx\,dk=-\frac2x\int_0^\infty g'\sin kx\,dk=\frac1{\pi x}\,\mathrm{Im}\int_0^\infty k^2e^{-(\varepsilon-ix)k}dk .$$
The last integral is $2/(\varepsilon-ix)^3$. As $\varepsilon\to0$, $(-ix)^3=ix^3$ gives $2/(ix^3)=-2i/x^3$, and hence
$$G(x)\to-\frac{2}{\pi x^4}.$$
Since $|\varepsilon-ix|\ge|x|$, the size of $G(x)$ never exceeds $2/(\pi x^4)$. The sum over $m\ne0$ therefore converges uniformly in $\varepsilon$, and the limit may be taken term by term. The terms $m$ and $-m$ are equal, so the part beyond the bulk is
$$\mathcal E(a)=-2\cdot\frac{a}{2\pi}\cdot2\sum_{m=1}^\infty(-1)^m\left[-\frac{2}{\pi(2ma)^4}\right]=\frac1{4\pi^2a^3}\sum_{m=1}^\infty\frac{(-1)^m}{m^4}.$$

### The sum and the result

Let $S=\sum_{m\ge1}m^{-4}$. Its value follows from the product $\sin x/x=\prod_m(1-x^2/m^2\pi^2)$. The logarithm of the product has the $x^4$ term $-Sx^4/(2\pi^4)$. The logarithm of the series $1-x^2/6+x^4/120-\dots$ has the $x^4$ term $(1/120-1/72)x^4=-x^4/180$. Hence $S=\pi^4/90$. The even terms alone add up to $S/16$, so
$$\sum_{m=1}^\infty\frac{(-1)^m}{m^4}=2\cdot\frac S{16}-S=-\frac78S=-\frac{7\pi^4}{720}.$$
Therefore
$$\boxed{\mathcal E(a)=-\frac{7\pi^2}{2880\,a^3}},\qquad P=-\frac{d\mathcal E}{da}=\frac{3\mathcal E}{a}=-\frac{7\pi^2}{960\,a^4}.$$
The plates attract.

### Why the bulk term exerts no net force

The bulk term cannot simply be discarded, since by itself it would push the plates apart with a pressure that grows without limit as $\varepsilon\to0$. A plate, however, has two sides, and the same field fills the space beyond it. If the field existed only in the gap, nothing would cancel the bulk term, and it would have to be absorbed into a separately fixed volume energy. Put a movable plate at distance $a$ from one end of a box of fixed length $L$, with the bag condition on all faces. The two bulk terms add to
$$-\frac{6}{\pi^2\varepsilon^4}\,[a+(L-a)]=-\frac{6L}{\pi^2\varepsilon^4},$$
which does not depend on $a$. The remaining energy is $\mathcal E(a)+\mathcal E(L-a)$, and the force per area is
$$-\frac{7\pi^2}{960}\left[\frac1{a^4}-\frac1{(L-a)^4}\right].$$
For $a=1$ and $L=10$ this is $-0.07195$. Differentiating the unsubtracted mode sums of the whole box numerically gives $-0.07198$, within the test's relative tolerance of one part in a thousand.

### One plate reversed

Now let the plate at $z=a$ impose $B\psi=-\psi$, like the plate at $z=0$. Then $\psi_+$ vanishes at both plates, and the same first-order equations give $\psi_-'=0$ at both. The solutions have $\sin ka=0$, so $k=n\pi/a$.

For $n\ge1$ each block again has four levels. For $n=0$ the part $\psi_+$ is absent and $\psi_-$ is a constant spinor with two components, on which $h$ acts as $K$. The levels are $+q$ and $-q$, with vacuum energy $-q$, half of the usual $-2\omega$. This half weight is what is needed to write the sum as half the sum over all integers. The Poisson formula then applies without the shift by $\frac12$, and the factor $(-1)^m$ is absent:
$$\mathcal E_{\rm rev}(a)=\frac1{4\pi^2a^3}\sum_{m=1}^\infty\frac1{m^4}=+\frac{\pi^2}{360\,a^3}.$$
This energy falls as the gap widens, so the plates repel.

## Comparison and the origin of the sign

The exact coefficient is $C=-0.02399$, while the estimate was $|C|\approx0.025$. The power of $a$ was secure, but the closeness of the coefficient is luck, given the factor of 97 between two reasonable choices of $\Lambda$.

The argument for repulsion from negative zero-point energy fails because it uses the bulk energy, which the field on the other side of the plate cancels. The numbers at $a=1$ and $\varepsilon=0.06$ show how little the raw sign says:

| | raw energy | raw minus bulk |
|---|---:|---:|
| equal plates | $-46907.9792$ | $-0.02385$ |
| one reversed | $-46907.9281$ | $+0.02728$ |

The bulk energy is $-46907.9554$. Both raw energies are negative and nearly equal, yet one arrangement attracts and the other repels. The force depends on whether the raw energy lies below or above the bulk value. For equal plates the half-integer sum $\sum g(k_n)$ is slightly larger than its bulk integral. The fermionic factor $-2$ turns this excess into a deficit of energy, which deepens as $a^{-3}$ when the plates approach.

The round-trip sum shows where the signs come from. The index $m$ counts trips across the gap and back, of length $2ma$. Equal bag plates have $e^{2ika}=-1$ for every mode. A standing wave must reproduce itself after one round trip, so the two reflections together supply the compensating factor $-1$. After $m$ trips this is $(-1)^m$. With one plate reversed, $e^{2ika}=+1$ and the factor is $+1$.

The kernel $G(2ma)$ is negative. A field with positive zero-point energy $+2\omega$ per block and round-trip factor $+1$ would therefore have $\mathcal E=-\pi^2/(360a^3)$ and attract. The fermionic vacuum sign reverses this into repulsion, which is the case of one reversed plate. The reflection factor $-1$ of equal bag plates reverses the leading term once more and restores attraction. The second trip has the opposite sign but is 16 times weaker. At $a=1$ the first three trips contribute $-0.02533$, $+0.00158$ and $-0.00031$. The first alone overestimates the size of the total by about 6 percent of that total. Since the terms alternate and decrease, the first one fixes the sign of the whole sum.

The small difference between $-0.02385$ in the table and the limit $-0.02399$ comes from the finite cutoff. Expanding $2/(\varepsilon-ix)^3$ to second order in $\varepsilon/x$ multiplies $G(x)$ by $1-6\varepsilon^2/x^2$. For the first trip, $x=2$, this is a reduction by 0.54 percent, close to the 0.56 percent seen in the total. With the leading $\varepsilon^2$ error removed, explicit mode sums with exponential and Gaussian cutoffs give $-0.023989$ and $-0.023988$, so the result does not hinge on the exponential form of a smooth cutoff. A sharp cutoff on $\omega$ gives no limit: raw minus bulk then oscillates with an amplitude that grows with the cutoff.

### Plates 1000 bohr apart

In Hartree atomic units $\hbar=1$ and $c=137.036$. Restoring these factors multiplies $\mathcal E$ by $\hbar c$:
$$\mathcal E=-0.0239886\times\frac{137.036}{(1000)^3}=-3.287\times10^{-9}\ \text{hartree/bohr}^2,$$
$$P=\frac{3\mathcal E}{a}=-9.862\times10^{-12}\ \text{hartree/bohr}^3 .$$
These are $-5.118\times10^{-6}\ \mathrm{J/m^2}$ and $-290.1\ \mathrm{Pa}$. Reversing one plate gives $+3.757\times10^{-9}$ hartree/bohr$^2$, larger in size by the factor $8/7$. Doubling the gap reduces either pressure by a factor of 16.

These values belong to an idealized model. The plates must be flat and much wider than $a$, and the bag condition must hold for the momenta of order $1/a$ that govern the result. The temperature must satisfy $k_BT\ll\hbar c/a$. The mass must be negligible, $mc\,a/\hbar\ll1$. For equal plates the correction is of first order, a relative change of about $-1.7\,mc\,a/\hbar$, so $mc\,a/\hbar=0.1$ already reduces $|\mathcal E|$ by about 16 percent. An electron fails this last condition badly at 1000 bohr, since its reduced Compton length is $1/c\approx0.0073$ bohr, so the numbers do not describe a gap filled with the free electron field. The numerical output below lists the values used here.

## Computed values

```
Dimensionless results, hbar = c = 1, a = 1 unless stated
transverse momentum q in grid test: 1.30
grid k*a/pi, equal plates:    [0.5    0.5    1.4999 1.4999 2.4998 2.4998]
grid k*a/pi, reversed plate:  [0.     1.     1.     1.9999 1.9999]
omega of lowest block (k = pi/2): 2.038971
Fock-space vacuum energy of that block: -4.077941
formula a^3 E, equal plates:   -0.0239886
formula a^3 E, reversed plate: 0.0274156
mode sum, exponential, equal plates:   -0.023989
mode sum, exponential, reversed plate: 0.027415
mode sum, Gaussian, equal plates:   -0.023988
mode sum, Gaussian, reversed plate: 0.027415
cutoff length for the next seven lines: 0.06
bulk energy: -46907.9554
raw energy, equal plates: -46907.9792
raw minus bulk, equal plates: -0.0238541
image formula, equal plates: -0.0238541
raw energy, reversed plate: -46907.9281
raw minus bulk, reversed plate: 0.0272767
image formula, reversed plate: 0.0272767
round trip 1, equal plates, no cutoff: -0.0253303
round trip 2, equal plates, no cutoff: 0.0015831
round trip 3, equal plates, no cutoff: -0.0003127
box length in force test: 10.0
force per area from unsubtracted sums: -0.07198
force per area from formula: -0.07195
Worked example
plate separation: 1000 bohr
speed of light: 137.0360 atomic units
energy per area: -3.28730e-09 hartree/bohr^2
energy per area: -5.11798e-06 J/m^2
pressure: -9.86191e-12 hartree/bohr^3
pressure: -290.148 Pa
energy per area, reversed: 3.75692e-09 hartree/bohr^2
```
